# Length and velocity transition strengths in Hartree-Fock and RPAE

The strength with which an atom absorbs light can be computed from the matrix element of position or from that of momentum. For exact states the two give the same number. If they are evaluated with Hartree-Fock orbitals, they can differ by more than a factor of two, as happens below for the 3p to 3d transition of the ion Sc³⁺. For a jump between two orbitals of the same Fock operator, with the orbital energy gap as excitation energy and a complete basis, the discrepancy has one source, the nonlocal exchange operator, and it disappears when the excited state is described by the random-phase approximation with exchange (RPAE).

Atomic units are used throughout, without relativity. Let \(x\) be one Cartesian component of position and \(\partial=\partial/\partial x\). For one electron with kinetic energy \(T\), acting on any function \(\psi\),

\[
[x,T]\psi=-\tfrac12 x\,\partial^2\psi+\tfrac12\partial^2(x\psi)=\partial\psi ,
\]

because \(\partial^2(x\psi)=x\,\partial^2\psi+2\,\partial\psi\), and the other two directions drop out. The nuclear attraction and the electron repulsion are functions of position and commute with \(x\). The exact Hamiltonian therefore obeys \([\sum x,H]=\sum\partial\), the sums running over electrons. Taking this between the excited state \(n\) and the ground state \(0\), with \(D=\langle n|\sum x|0\rangle\), \(P=\langle n|\sum\partial|0\rangle\) and \(\omega=E_n-E_0\), gives

\[
\omega D=-P,\qquad f_L=2\omega D^2=\frac{2P^2}{\omega}=f_V .
\]

These are the length and velocity forms of the oscillator strength for light polarized along \(x\).

Now take a closed shell of \(N\) electrons with real orbitals. Labels \(i,j,k\) denote the \(N/2\) occupied orbitals and \(a,b\) the virtual ones. All are eigenfunctions of one Fock operator,

\[
f=T+V+2J-K,\qquad \rho(r,r')=\sum_j\varphi_j(r)\varphi_j(r') .
\]

Here \(V\) is the nuclear potential, \(J\) is multiplication by \(\int v(r,r')\rho(r',r')\,dr'\), and \(v\) is the repulsion. Exchange acts as an integral operator with kernel \(K(r,r')=\rho(r,r')\,v(r,r')\). Since \(V\) and \(J\) are local, \([x,f]=\partial-[x,K]\). With \(x_{ai}=\langle a|x|i\rangle\) and \(G_{ai}=\langle a|\partial|i\rangle\), the matrix element of this commutator is \((\varepsilon_i-\varepsilon_a)x_{ai}=G_{ai}-\langle a|[x,K]|i\rangle\), or

\[
(\varepsilon_a-\varepsilon_i)\,x_{ai}=-G_{ai}+C_{ai},\qquad
C_{ai}=\iint\varphi_a(r)\,(x-x')\,\rho(r,r')\,v(r,r')\,\varphi_i(r')\,dr\,dr' .
\]

The discrepancy is the exchange commutator \(C_{ai}=\langle a|[x,K]|i\rangle\) and nothing else. In a purely local mean field it would be absent.

A solvable limit shows what it means. Let \(v\) have a constant value \(v_0\) over the whole atom. Then \(2J=Nv_0\), while \(K=v_0\rho\) is \(v_0\) times the projector on the occupied orbitals. An occupied electron is repelled by the \(N-1\) others, but a virtual orbital is repelled by all \(N\), including the electron that has left to fill it. The orbital gap is thus too large by \(v_0\), and indeed \(C_{ai}=v_0x_{ai}\). In this limit the missing ingredient is the attraction between the excited electron and the hole it leaves. For a general \(v\) a second exchange term, found below, contributes as well.

To include it, let the orbitals and their mean field move together. Write the occupied orbitals as \(e^{-i\varepsilon_it}\,[\varphi_i+\sum_a c_{ai}(t)\varphi_a]\) with small \(c\). The phases cancel in the density matrix, whose first-order change is

\[
\delta\rho(r,r')=\sum_{bj}\left[c_{bj}\,\varphi_b(r)\varphi_j(r')+c_{bj}^*\,\varphi_j(r)\varphi_b(r')\right].
\]

Let \((pq|st)=\iint\varphi_p(r)\varphi_q(r)\,v\,\varphi_s(r')\varphi_t(r')\,dr\,dr'\). Inserting \(\delta\rho\) in \(2J-K\) and projecting the time-dependent Hartree-Fock equation on \(\varphi_a\) gives \(i\dot c=Ac+Bc^*\), with

\[
\begin{aligned}
A_{ai,bj}&=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)+2(ai|bj)-(ab|ij),\\
B_{ai,bj}&=2(ai|bj)-(aj|bi).
\end{aligned}
\]

The term \(-(ab|ij)\) is the electron-hole attraction. A free oscillation \(c=Xe^{-i\omega t}+Ye^{i\omega t}\) with real \(X,Y\) requires \(AX+BY=\omega X\) and \(BX+AY=-\omega Y\). Adding and subtracting these equations, with \(u=X+Y\) and \(t=X-Y\), leads to

\[
(A+B)u=\omega t,\qquad (A-B)t=\omega u .
\]

The Hartree-Fock ground state is assumed stable, so that \(A+B\) and \(M=A-B\) are positive definite. Let \(z_n\) be the orthonormal eigenvectors of \(M^{1/2}(A+B)M^{1/2}\), with eigenvalues \(\omega_n^2\). Then \(u_n=M^{1/2}z_n/\sqrt{\omega_n}\) and \(t_n=\sqrt{\omega_n}\,M^{-1/2}z_n\) solve both equations. They satisfy \(u_m\cdot t_n=\delta_{mn}\), a dot meaning a sum over all pairs \(ai\), and this fixes the norm \(X\cdot X-Y\cdot Y=1\).

The transition elements follow from how expectation values oscillate. If a state \(n\) is admixed with small amplitude \(\eta\), the \(e^{i\omega t}\) part of \(\langle Q\rangle\) is \(\eta\langle n|Q|0\rangle\) for any one-body operator \(Q\). For orbitals, with two spins, \(\delta\langle Q\rangle=2\sum_{ai}(Q_{ia}c_{ai}+Q_{ai}c^*_{ai})\). A mode of amplitude \(c=\eta s\,(Xe^{-i\omega t}+Ye^{i\omega t})\) hence gives

\[
\langle n|Q|0\rangle=2s\sum_{ai}(Q_{ai}X_{ai}+Q_{ia}Y_{ai}).
\]

The scale \(s\) is found from a driven atom. Add \(Fx(e^{-i\Omega t}+e^{i\Omega t})\) to the Fock operator. The equations become \((A+B)u+2Fx=\Omega t\) and \((A-B)t=\Omega u\), where \(x\) stands for the list of numbers \(x_{ai}\). With \(u=\sum_n\alpha_nu_n\) and \(t=\sum_n\beta_nt_n\), they reduce to \(\omega_n\alpha_n+2F\,u_n\cdot x=\Omega\beta_n\) and \(\omega_n\beta_n=\Omega\alpha_n\). Elimination of \(\beta_n\) yields the dipole amplitude

\[
2x\cdot u=-F\sum_n\frac{4\omega_n(x\cdot u_n)^2}{\omega_n^2-\Omega^2}.
\]

Exact linear response has the same form with \(2\omega_nD_n^2\) in the numerator. Hence \(D_n^2=2(x\cdot u_n)^2\) and \(s=1/\sqrt2\). The matrix of \(x\) is symmetric and that of \(\partial\) antisymmetric, so

\[
D=\sqrt2\;x\cdot(X+Y),\qquad P=\sqrt2\;G\cdot(X-Y).
\]

Everything now depends on how \(A-B\) acts on \(x\). The direct terms cancel in the difference, leaving

\[
[(A-B)x]_{ai}=(\varepsilon_a-\varepsilon_i)x_{ai}+\sum_{bj}\left[-(ab|ij)+(aj|bi)\right]x_{bj}.
\]

The sum over virtual \(b\) may be extended to all orbitals. The added occupied part is \(\sum_{kj}[-(ak|ij)+(aj|ki)]x_{kj}\). Exchanging the names \(k\) and \(j\) in its second term, and using \(x_{jk}=x_{kj}\), shows that it vanishes. In a complete basis \(\sum_b\varphi_b(r)x_{bj}=x\varphi_j(r)\), the sum now running over all orbitals. The two exchange terms become

\[
\begin{aligned}
-\iint\varphi_a(r)\,x\,\rho(r,r')\,v\,\varphi_i(r')\,dr\,dr'&=-\langle a|xK|i\rangle,\\
+\iint\varphi_a(r)\,\rho(r,r')\,v\,x'\varphi_i(r')\,dr\,dr'&=+\langle a|Kx|i\rangle .
\end{aligned}
\]

Together they are \(-C_{ai}\), the negative of the discrepancy in the orbital relation. Therefore

\[
(A-B)\,x=-G .
\]

Since \(A-B\) is symmetric, every RPAE state satisfies

\[
\omega D=\sqrt2\,x\cdot(A-B)(X-Y)=\sqrt2\,[(A-B)x]\cdot(X-Y)=-\sqrt2\,G\cdot(X-Y)=-P ,
\]

and \(f_L=f_V\) is restored.

The relation \((A-B)x=-G\) has a mechanical reading. Give all electrons a small common velocity \(\kappa\) by multiplying each orbital by \(e^{i\kappa x}\). To first order this is \(c=i\kappa x\), and the equation of motion gives \(i\dot c=i\kappa(A-B)x=-i\kappa G\), or \(\dot c=-\kappa G\). This is the start of a rigid displacement, \(\varphi_i(x-\kappa t)\approx\varphi_i-\kappa t\,\partial\varphi_i\). The exchange field must travel with the electrons for this to happen. In the bare orbital picture it stays behind.

Partial treatments fail for identifiable reasons. If only the direct terms \(2(ai|bj)\) are kept in both matrices, \(A-B\) is the bare orbital gap, and \(\omega D=-P+\sqrt2\,C\cdot(X-Y)\). If \(B\) and \(Y\) are dropped, which is the Tamm-Dancoff approximation, then \(AX=\omega X\). Writing \(A=(A-B)+B\) gives \(\omega D=-P+\sqrt2\,x\cdot BX\). In the limit of constant \(v_0\), \(B\) vanishes by orthogonality and the attraction in \(A\) removes the surplus \(v_0\) from the gap, so there Tamm-Dancoff suffices. In general it does not.

The proof also shows what must be respected. The exchange operator in \(f\) must be built from the same occupied orbitals that enter the response, as it is for self-consistent orbitals; the local part of the mean field plays no role in the argument. All occupied-virtual pairs that the dipole and the response matrices connect must be kept. The basis must be complete, or at least closed under multiplication by \(x\), with matrices that themselves obey \([x,T]=\partial\) and potentials that commute with \(x\). A nonlocal potential added to \(V\), such as a nonlocal pseudopotential, would leave its own commutator with \(x\), and \(\partial\) would no longer be the right velocity operator.

The strengths summed over all states tell the same story. From the form of \(u_n\), \(\sum_n\omega_nu_nu_n^{\mathsf T}=M^{1/2}\bigl(\sum_nz_nz_n^{\mathsf T}\bigr)M^{1/2}=A-B\). Hence in RPAE

\[
\sum_nf_n=4\,x\cdot(A-B)x=-4\,x\cdot G=-4\sum_i\langle i|x\,\partial|i\rangle=N .
\]

The third step adds occupied orbitals to the sum over \(a\), which is harmless because a symmetric matrix is contracted with an antisymmetric one. The last uses \(\int\varphi\,x\,\partial\varphi\,dr=-\tfrac12\) for each of the \(N/2\) orbitals.

For bare orbitals a singlet excitation \(i\to a\) has \(D=\sqrt2\,x_{ai}\) and \(P=\sqrt2\,G_{ai}\). The length sum is then \(4\,x\cdot(-G+C)=N+4\,x\cdot C\). The kernel of \([x,K]\) is antisymmetric, so the sum over \(a\) can again be completed, giving \(4\iint x(x-x')\rho^2v\,dr\,dr'\). Averaging this with its copy in which \(r\) and \(r'\) are exchanged leads to

\[
\sum f_L^{\rm bare}=N+2\iint(x-x')^2\rho(r,r')^2\,v(r,r')\,dr\,dr' .
\]

For repulsive \(v\) the length sum is too large. In a spherical atom \((x-x')^2\) may be replaced by \(|r-r'|^2/3\), and with \(v=1/|r-r'|\) the excess is \(\tfrac23\iint|r-r'|\,\rho^2\,dr\,dr'\).

A one-dimensional ion makes all of this computable in a basis that respects the commutator. Take four electrons, nuclear potential \(-6/\sqrt{x^2+1}\) and repulsion \(1/\sqrt{(x-x')^2+1}\), on 81 points with spacing \(h=0.25\) bohr. Sinc functions centred on points \(p\ne q\) give \(T_{pq}=(-1)^{p-q}/[h(p-q)]^2\) and \(\partial_{pq}=(-1)^{p-q}/[h(p-q)]\). Position and the potentials are taken as diagonal matrices of their values at the grid points, so they commute with one another. Multiplying \(T_{pq}\) by \(x_p-x_q=h(p-q)\) gives \(\partial_{pq}\), so \([x,T]=\partial\) holds for the matrices themselves.

The strongest bare transition leads from the second occupied orbital to the lowest virtual one. Its gap is 1.0036 hartree and \(x_{ai}=1.1013\) bohr. The orbital relation reads, in atomic units,

\[
1.0036\times1.1013=1.105=0.678+0.427 ,
\]

the last two numbers being \(-G_{ai}\) and \(C_{ai}\). The strengths are \(f_L=4(1.0036)(1.1013)^2=4.87\) and \(f_V=4(0.678)^2/1.0036=1.83\). Diagonalizing the response matrices gives, for the strongest line in each approximation:

| Treatment | \(\omega\) (hartree) | \(f_L\) | \(f_V\) |
|---|---|---|---|
| bare orbitals | 1.004 | 4.869 | 1.833 |
| direct terms only | 1.118 | 3.060 | 1.135 |
| Tamm-Dancoff | 0.720 | 3.595 | 2.572 |
| RPAE | 0.713 | 3.120 | 3.120 |

The direct terms raise the energy and leave the ratio of the two forms near 2.7. Tamm-Dancoff already has nearly the RPAE energy, but its two strengths still differ by 40 % of the velocity value. A good energy is therefore no evidence for a consistent strength. The first two rows depend slightly on the size of the box: with 121 points at the same spacing the bare strengths become 4.865 and 1.832 and the direct-only ones 3.023 and 1.121, while the energies and the last two rows keep the digits shown.

The bare length strengths add up to 6.388. The excess over four electrons, 2.388, is the value of the double integral above. The bare velocity strengths add up to 2.518, and the RPAE strengths to 4.000.

The free ion Sc³⁺ has 18 electrons in closed shells. Its restricted Hartree-Fock orbitals were computed with 116 uncontracted Gaussian functions of s, p and d type, the dipole channels open to occupied s and p shells being s to p, p to s and p to d. The orbital energies are \(-2.7046\) hartree for 3p and \(-0.8531\) hartree for 3d, a gap of 1.8515 hartree. Adding the matrix elements of one Cartesian component in quadrature over the magnetic substates gives a length amplitude of 0.9535 bohr, and

\[
1.8515\times0.9535=1.765=1.166+0.600\quad\text{(a.u.)},
\]

again gradient part plus exchange commutator. Exchange supplies one third of the product of gap and length amplitude. The bare strengths are \(f_L=6.73\) and \(f_V=2.94\).

For the strongest line below the 3p threshold, Tamm-Dancoff gives 1.623 hartree with \(f_L=3.95\) and \(f_V=1.56\). The relative mismatch of this line is 154 % of \(f_V\), against 129 % for the bare 3p to 3d pair. RPAE gives 1.533 hartree, or 41.7 eV, with \(f_L=f_V=4.23\) to the digits shown. These lines are not pure 3p to 3d jumps. They mix with a nearby 3p to s excitation, which makes up about one eighth of the Tamm-Dancoff line and one third of the RPAE line, and the strength is shared with a partner line. The partner lies near 1.55 hartree with \(f_L\approx2.1\) and \(f_V\approx1.5\) in Tamm-Dancoff, and near 1.58 hartree with \(f_L=f_V\approx0.43\) in RPAE. Summed over both lines, Tamm-Dancoff gives about 6.1 and 3.0, still a factor of two apart, and RPAE about 4.7.

In the Gaussian basis the equality is no longer an identity, because \(x\varphi_j\) and \(f\varphi_i\) are not fully contained in the basis. The remaining mismatch of this line is 0.0025 %. The RPAE sums are 18.000 in length and 17.999 in velocity form, against 21.95 and 15.08 for bare orbitals.

Such agreement measures the consistency of the response and how well the basis respects the commutator. It is no proof that the basis is converged: on the sinc grid the two forms agree identically at any spacing, however coarse. The sum rule is not automatic in this way, because its last step needs \(\int\varphi\,x\,\partial\varphi\,dr=-\tfrac12\): with 15 points at \(h=1.5\) bohr the RPAE strengths of the four-electron ion still agree line by line but add up to 3.31. It does not measure the distance from the true strength, since relativity and the correlation beyond RPAE are absent from both forms alike.
